# Comment on a variational treatment of the Breit-Pauli Hamiltonian

## The argument under review

The manuscript reasons as follows. The Breit-Pauli operator $H$ is Hermitian, so $\langle H\rangle$ lies above the ground-state energy for every normalized state. Optimizing one Gaussian for hydrogen gives $-0.42441$ hartree, above the Dirac level $-0.5000067$ hartree, and a basis of 20 Gaussians with exponents $0.01\cdot2^k$ bohr$^{-2}$ gives $-0.5000067$ hartree, equal to the Dirac level at these digits. The manuscript concludes that enlarging the basis converges to the relativistic energy from above.

The numbers are reproducible, but the conclusion does not follow. The variational theorem bounds $\langle H\rangle$ by the bottom of the spectrum, and the manuscript never checks that this bottom is finite.

## The operator

In hartree atomic units, with $c=1/\alpha$, one electron, a fixed point nucleus of charge $Z$ and s states (no spin-orbit term),

$$H=\frac{p^2}{2}-\frac Zr-\frac{p^4}{8c^2}+\frac{\pi Z}{2c^2}\delta(\mathbf r).$$

The last term is the Darwin term $\nabla^2V/(8c^2)$ with $\nabla^2(-Z/r)=4\pi Z\delta(\mathbf r)$, and $\langle p^4\rangle$ means $\|p^2\psi\|^2$. The mass-velocity term comes from $\sqrt{1+x}=1+x/2-x^2/8+\dots$ with $x=p^2/c^2$:

$$c\sqrt{p^2+c^2}-c^2=\frac{p^2}{2}-\frac{p^4}{8c^2}+\dots$$

The series converges only up to $p=c$. The truncation $t(p)=p^2/2-p^4/(8c^2)$ has $t'=p-p^3/(2c^2)$, so it peaks at $p^2=2c^2$ with value $c^2-c^2/2=c^2/2$, and it is negative for $p>2c$. The left side is never negative.

## Matrix elements

Let $\psi_a=(2a/\pi)^{3/4}e^{-ar^2}$, $\gamma=a+b$ and $\mu=ab/\gamma$. The product $\psi_a\psi_b$ is $(4ab/\pi^2)^{3/4}e^{-\gamma r^2}$. With $\int e^{-\gamma r^2}d^3r=(\pi/\gamma)^{3/2}$ and $\int r^{-1}e^{-\gamma r^2}d^3r=4\pi/(2\gamma)$,

$$S=\Big(\frac{2\sqrt{ab}}{\gamma}\Big)^{3/2},\qquad \langle r^{-1}\rangle_{ab}=2\sqrt{\frac{\gamma}{\pi}}\,S,\qquad\langle\delta\rangle_{ab}=\Big(\frac{\gamma}{\pi}\Big)^{3/2}S .$$

The Fourier transform of $e^{-ar^2}$ is proportional to $e^{-p^2/4a}$. The product of two transforms is proportional to $e^{-p^2/4\mu}$ and integrates to $S$ by Parseval's theorem. It is a normal distribution with variance $\sigma^2=2\mu$ per component, so the mean of $p^2$ is $3\sigma^2$. The mean of $p^4$ is $3\cdot3\sigma^4+6\sigma^4=15\sigma^4$, from three terms $p_x^4$ and six cross terms $p_x^2p_y^2$. Hence

$$\langle p^2/2\rangle_{ab}=3\mu S,\qquad\langle p^4\rangle_{ab}=60\mu^2S .$$

For $b=a$, $S=1$ and $\mu=a/2$, which gives

$$E(a)=\frac{3a}{2}-2Z\sqrt{\frac{2a}{\pi}}-\frac{15a^2}{8c^2}+\frac{\pi Z}{2c^2}\Big(\frac{2a}{\pi}\Big)^{3/2}.$$

## First objection: there is no lower bound

Put $a=c^2s^2$, $\kappa=\sqrt{2/\pi}$ and $g=Z\kappa/c$. The Coulomb term is $-2Z\kappa cs=-2gc^2s$. The Darwin term is $(\pi Z/2c^2)\kappa^3c^3s^3=gc^2s^3$, because $\pi\kappa^2/2=1$. Then

$$\frac{E}{c^2}=\frac32s^2-\frac{15}{8}s^4-g\,(2s-s^3).$$

The quartic term dominates at large $s$, so $E\to-\infty$ for every $Z$. The repulsive Darwin term grows only as $s^3$. For hydrogen, $E=-9.83\times10^7$ hartree at $a=10^6$ bohr$^{-2}$.

The Gaussian shape is not essential. Take any $N$-electron atomic state with finite expectation values and form $\lambda^{3N/2}\psi(\lambda\mathbf r_1,\dots)$. A change of variables gives one factor $\lambda$ for each momentum and each inverse length. Kinetic energy scales as $\lambda^2$ and Coulomb terms as $\lambda$. Darwin and contact terms ($\delta$), spin-orbit ($\mathbf L/r^3$), spin-spin ($1/r^3$) and orbit-orbit ($pp/r$) scale as $\lambda^3$. Only mass-velocity scales as $\lambda^4$, with the coefficient $-\sum_i\|p_i^2\psi\|^2/(8c^2)<0$.

## Why the optimizer found a minimum

Setting $dE/ds=0$ gives

$$3s-\tfrac{15}{2}s^3=g\,(2-3s^2).$$

At small $s$ this reads $3s=2g$. Then $a=4g^2c^2/9=8Z^2/(9\pi)$ and $E=c^2(2g^2/3-4g^2/3)=-4Z^2/(3\pi)$, the nonrelativistic optimum. For hydrogen it is $a=0.28294$ bohr$^{-2}$, $E=-0.424413$ hartree, and the root of the full cubic is $a=0.28295$ bohr$^{-2}$, $E=-0.424415$ hartree. This is the minimum the manuscript reports.

A second root is a maximum. For $g=0$ it is $s_0^2=2/5$, where $E/c^2=3/5-3/10=3/10$, and $E$ returns to zero at $s^2=4/5$. With $c^2=18778.87$ hartree, the barrier exponent is $2c^2/5=7511.5$ bohr$^{-2}$, the height $5633.7$ hartree and the zero crossing $15023.1$ bohr$^{-2}$.

For small $g$ write $s=s_0+\eta$. The left side vanishes at $s_0$ and has slope $3-\tfrac{45}{2}\cdot\tfrac25=-6$. The right side is $g(2-6/5)=4g/5$. So $\eta=-2g/15$. Because the $g=0$ energy is stationary at $s_0$, the first-order energy change is the $g$ term at $s_0$, namely $-gs_0(2-2/5)$:

$$s_b\simeq s_0-\frac{2g}{15},\qquad E_b\simeq c^2\Big(\frac{3}{10}-\frac{8s_0g}{5}\Big),$$

with remainders of order $g^2$.

For hydrogen $g=0.005822445$, so $s_b\simeq0.6324555-0.0007763=0.6316792$ and $a_b=c^2s_b^2\simeq7493.1$ bohr$^{-2}$. The cubic gives $s_b=0.6316749$ and $a_b=7493.0$ bohr$^{-2}$. The four terms there sum to

$$11239.52-138.13-5605.90+27.56=5523.05\ \text{hartree}=150.3\ \text{keV},$$

against $5523.02$ hartree in first order. Beyond the barrier $E(a)$ passes below the Dirac level at $a_\times=14945$ bohr$^{-2}$. These digits describe the model curve and correspond to no observable. A downhill search started near $a\sim1$ bohr$^{-2}$ does not reach this region.

The barrier does not exist for all $Z$. Solve the stationarity condition for $g(s)=(3s-\tfrac{15}{2}s^3)/(2-3s^2)$. With $u=s^2$, the numerator of $dg/ds$ is

$$(3-\tfrac{45}{2}u)(2-3u)+6u\,(3-\tfrac{15}{2}u)=6-36u+\tfrac{45}{2}u^2,$$

which vanishes at $u_\mp=(36\mp\sqrt{756})/45=(12\mp2\sqrt{21})/15$. The function $g(s)$ rises from zero to a maximum at $u_-=0.18899$, is negative for $2/5<u<2/3$, and beyond the pole falls from $+\infty$ to a minimum at $u_+$. Through $Z=cg/\kappa$ these extrema correspond to $Z=82.46$ and $Z=692.8$. Between them the condition has no solution, and $E$, whose slope at $s=0$ is $-2gc^2$, decreases for all $a$. The upper value exceeds $c$ and has no physical meaning. Without the Darwin term $g=(3s-\tfrac{15}{2}s^3)/2$, which peaks at $u=2/15$ with $g=s(3-1)/2=s$, or $Z=62.71$. These charges belong to the one-Gaussian model. The Dirac 1s level exists for all $Z<c$.

## Second objection: the barrier protects only one path

Let $\chi$ be any real normalized state with $\|p^2\chi\|$ finite and energy $E_\chi$. Add $\varepsilon\psi_b$, and write $S$ for the overlap and $H_{\chi b}$, $H_{bb}=E(b)$ for the matrix elements. Subtracting $E_\chi$ from the Rayleigh quotient gives

$$E_{\rm mix}-E_\chi=\frac{E_\chi+2\varepsilon H_{\chi b}+\varepsilon^2H_{bb}}{1+2\varepsilon S+\varepsilon^2}-E_\chi=\frac{2\varepsilon(H_{\chi b}-E_\chi S)+\varepsilon^2(H_{bb}-E_\chi)}{1+2\varepsilon S+\varepsilon^2}.$$

Choose $b$ so large that $H_{bb}<E_\chi$, and choose the sign of $\varepsilon$ so that the linear term is not positive. The energy then drops for arbitrarily small $|\varepsilon|$, so $\langle H\rangle$ has no local minimum at any state.

For $\chi=\psi_a$ the drop is unlimited at fixed $\varepsilon$. As $b\to\infty$, $\mu\to a$ and $S\sim b^{-3/4}$, so the kinetic and $p^4$ cross terms fall as $b^{-3/4}$, the Coulomb one falls as $b^{-1/4}$, and the $\delta$ one grows as $b^{3/4}$. Meanwhile $H_{bb}\sim-b^2$. At the hydrogen minimum with $\varepsilon=10^{-3}$ and $b=10^5$ bohr$^{-2}$, $H_{\chi b}=0.023232$ hartree, $H_{bb}=-847624$ hartree and $S=1.951\times10^{-4}$:

$$E_{\rm mix}=\frac{-0.424415+0.000046-0.847624}{1.0000014}=-1.27199\ \text{hartree}.$$

This state lies at norm distance $10^{-3}$ from the reported minimum and far below the Dirac level.

A linear basis explores such mixtures automatically. Its lowest root is the minimum of the Rayleigh quotient over the span, so it cannot exceed any diagonal element $E(a_k)$ and cannot rise when a function is added. It is therefore below the Dirac level at the latest when the largest exponent passes $a_\times$. For hydrogen with exponents $0.01\cdot2^k$ bohr$^{-2}$, $k=0,\dots,N-1$:

| $N$ | $a_{\max}$ (bohr$^{-2}$) | lowest root (hartree) | roots below $-0.6$ hartree |
|---|---|---|---|
| 20 | 5242.9 | $-0.5000067$ | 0 |
| 21 | 10485.8 | $-22284$ | 1 |
| 22 | 20971.5 | $-184806$ | 2 |
| 28 | $1.342\times10^6$ | $-1.146\times10^9$ | 8 |

The manuscript stopped one function before the collapse, and its root is already not an upper bound: with more digits the $N=19$ root lies $9.3\times10^{-8}$ hartree above the Dirac level and the $N=20$ root $7.6\times10^{-8}$ hartree below it. The collapse occurs at $a_{\max}<a_\times$, where the tightest Gaussian alone still lies above the Dirac level, so $a_\times$ is a bound on the onset and not its location. The location depends on the spacing of the exponents: when all exponents are scaled together, the lowest root passes $-0.51$ hartree near $a_{\max}\approx7.1\times10^3$ bohr$^{-2}$ for ratio 2 and near $4.35\times10^3$ bohr$^{-2}$ for ratio 1.5. When $p^4$ dominates and the diffuse end of the basis is irrelevant, doubling $a_{\max}$ rescales lengths by $1/\sqrt2$ and multiplies the lowest root by $(\sqrt2)^4=4$. The computed ratio for $N=28$ over $N=27$ is $4.022$.

## The cause

At the barrier the momentum distribution has variance $a_b\approx0.4c^2$ per component, and the probability of $p>c$ is $0.474$. The truncated kinetic energy there is $5634$ hartree, while the mean of the square-root expression is $8470$ hartree. The barrier already lies where the expansion fails.

With the square root kept, the kinetic energy at large $a$ tends to $c\langle|p|\rangle$, where

$$\langle|p|\rangle=\sqrt a\,\frac{\int_0^\infty x^3e^{-x^2/2}dx}{\int_0^\infty x^2e^{-x^2/2}dx}=\sqrt a\,\frac{2}{\sqrt{\pi/2}}=2\sqrt{\frac{2a}{\pi}} .$$

This equals $\langle1/r\rangle$, so with the Coulomb term alone the energy grows as $(c-Z)\,2\sqrt{2a/\pi}$ for $Z<c$. A test for hydrogen finds one turning point on a grid from $10^{-3}$ to $10^{10}$ bohr$^{-2}$. Both statements concern this Gaussian family and do not prove a bound for the operator. Linear combinations lower the limit: with 60 Gaussians of exponent ratio 3, $c|p|-Z/r$ has negative expectation values for $Z>87.8$, close to the known limit $2c/\pi=87.2$.

## The correct use

The reduction keeps terms through $c^{-2}$. Write $H=H_0+H_1$ with $H_1\propto c^{-2}$. The $c^{-2}$ term of an energy is the first-order value $\langle\psi_0|H_1|\psi_0\rangle$ in the eigenstate of $H_0$. Higher orders in $H_1$ formally start at $c^{-4}$, the order of the discarded operators, and for the 1s state the second-order sum does not converge as the basis tightens: in the basis above it grows as about $-0.31\sqrt{a_{\max}}/c^4$, from $-6.7\times10^{-8}$ hartree at $N=20$ to $-9.3\times10^{-5}$ hartree at $N=41$, while the $c^{-4}$ term of the Dirac energy is $-1.8\times10^{-10}$ hartree. Diagonalizing $H$ therefore adds nothing that is controlled. At $N=20$ all higher orders together give $-1.36\times10^{-7}$ hartree, about 2% of the relativistic shift, and are partly cancelled by basis errors of $+5.1\times10^{-8}$ hartree in $E_0$ and $+0.9\times10^{-8}$ hartree in the first-order value, which is how the seven-digit agreement arises.

For $\psi_0=\sqrt{Z^3/\pi}\,e^{-Zr}$, $p^2\psi_0=-(\psi_0''+2\psi_0'/r)=(2Z/r-Z^2)\psi_0$. The radial integrals are $\langle r^{-1}\rangle=4Z^3/(2Z)^2=Z$ and $\langle r^{-2}\rangle=4Z^3/(2Z)=2Z^2$. Thus

$$\langle p^4\rangle=4Z^2\cdot2Z^2-4Z^3\cdot Z+Z^4=5Z^4,\qquad\langle\delta\rangle=\frac{Z^3}{\pi},$$

$$\Delta E=\Big(-\frac58+\frac12\Big)\frac{Z^4}{c^2}=-\frac{Z^4}{8c^2}.$$

The Dirac 1s energy, taken as known, expands for $Z<c$ as

$$c^2\Big(\sqrt{1-Z^2/c^2}-1\Big)=-\frac{Z^2}{2}-\frac{Z^4}{8c^2}-\frac{Z^6}{16c^4}-\dots,$$

and its $c^{-2}$ term is $\Delta E$. The next term is smaller by the factor $Z^2/(2c^2)$, so first order degrades as $Z$ approaches $c$.

Tight functions cause no collapse in this procedure, because only $H_0$ is minimized. They are needed, since Gaussians lack the cusp and $5-\langle p^4\rangle$ falls only as about $2.4/\sqrt{a_{\max}}$ for $N=19$ to $41$. They also cost digits, so the values that follow use 40-digit arithmetic. With $N=41$ ($a_{\max}=1.1\times10^{10}$ bohr$^{-2}$) hydrogen gives $E_0=-0.499999998$ hartree, $\langle p^4\rangle=4.99998$ bohr$^{-4}$ and $\pi\langle\delta\rangle=0.999995$ bohr$^{-3}$. The shift is

$$(-3.32819+2.66255)\times10^{-5}=-6.6564\times10^{-6}\ \text{hartree},$$

equal to $-1/(8c^2)$ at these digits. The full Dirac shift is $-6.6566\times10^{-6}$ hartree, or $-0.1811$ meV. The numerical check below tests the matrix elements and the extrema and critical charges of the one-Gaussian model against radial quadrature.

## Recommendation

The claim of an upper bound should be withdrawn. The energies should be recomputed by minimizing $H_0$ and adding $\langle H_1\rangle$, with convergence of $\langle p^4\rangle$ and $\langle\delta\rangle$ shown separately as $a_{\max}$ grows.

## Values computed for the example and the checks

```
c: 137.035999 au
c^2: 18778.87 hartree
g (Z=1): 0.005822445 
Z=0 barrier exponent 2c^2/5: 7511.546 bohr^-2
Z=0 barrier height 3c^2/10: 5633.66 hartree
Z=0 zero crossing 4c^2/5: 15023.09 bohr^-2
nonrel. optimum a: 0.2829421 bohr^-2
nonrel. optimum E: -0.4244132 hartree
local minimum a: 0.2829506 bohr^-2
local minimum E: -0.4244148 hartree
s0: 0.6324555 
barrier s, cubic: 0.6316749 
barrier s, first order: 0.6316792 
barrier exponent: 7493.014 bohr^-2
barrier exponent, first order: 7493.117 bohr^-2
  kinetic: 11239.52 hartree
  Coulomb: -138.1333 hartree
  mass-velocity: -5605.896 hartree
  Darwin: 27.5585 hartree
barrier energy: 5523.05 hartree
barrier energy: 150.29 keV
barrier energy, first order: 5523.016 hartree
Dirac 1s energy: -0.500006657 hartree
exponent where E drops below Dirac: 14944.71 bohr^-2
E at a = 1e6 bohr^-2: -9.83054e+07 hartree
merger s^2 with Darwin: 0.18899 
critical Z with Darwin: 82.456 
critical Z without Darwin: 62.714 
upper critical Z: 692.8 
admixture eps = 0.001, b = 100000 bohr^-2
  H_ab: 0.023232 hartree
  H_bb: -847623.9 hartree
  overlap S_ab: 0.0001951 
  norm distance: 0.001 
  energy of mixture: -1.27199 hartree
N=19 a_max=2621.44 bohr^-2: lowest -0.5000066 hartree, roots below -0.6: 0
N=20 a_max=5242.88 bohr^-2: lowest -0.5000067 hartree, roots below -0.6: 0
N=21 a_max=10485.8 bohr^-2: lowest -22284.09 hartree, roots below -0.6: 1
N=22 a_max=20971.5 bohr^-2: lowest -184806.4 hartree, roots below -0.6: 2
N=28 a_max=1.34218e+06 bohr^-2: lowest -1.145855e+09 hartree, roots below -0.6: 8
ratio lowest N=28 / N=27: 4.022 
P(p > c) at barrier: 0.4742 
truncated kinetic at barrier: 5633.63 hartree
exact kinetic at barrier: 8469.85 hartree
first order, N=41, a_max=1.1e+10 bohr^-2
  E nonrel.: -0.499999998 hartree
  <p^4>: 4.99998 bohr^-4
  pi <delta>: 0.999995 bohr^-3
  mass-velocity: -3.32819e-05 hartree
  Darwin: 2.66255e-05 hartree
  sum: -6.6564e-06 hartree
  -1/(8c^2): -6.6564e-06 hartree
  Dirac + 1/2: -6.6566e-06 hartree
  Dirac + 1/2: -0.1811 meV
```
